# Self-image constant and exchange energy in a cubic Ewald cell, part 2

A periodic cubic cell holds $N$ electrons and a neutralising uniform background. The pair potential $v_E$ has zero mean over the cell, and the question is what constant must be added to the pair sum. The field energy of the cell gives $\xi/2$ per electron:

$$H=-\tfrac12\sum_i\nabla_i^2+\sum_{i<j}v_E(\mathbf r_i-\mathbf r_j)+\frac{N\xi}{2}.\tag{1}$$

The algebra is in atomic units; an energy $a/L$ becomes eV on multiplying $a$ by $e^2/4\pi\epsilon_0=14.399645$ eV Å and dividing by $L$ in Å. The cell has side $L$, volume $\Omega=L^3$ and density $n=N/\Omega$; $r_s$ is the radius of a sphere of volume $1/n$. Lattice vectors are $\mathbf R=L\mathbf n$ and reciprocal vectors $\mathbf G=2\pi\mathbf n/L$, with integer $\mathbf n$. A prime on a sum omits the zero vector. Transforms are $\tilde f(\mathbf q)=\int f\,e^{-i\mathbf q\cdot\mathbf r}d^3r$.

The potential is

$$v_E(\mathbf r)=\frac{4\pi}{\Omega}{\sum_{\mathbf G}}'\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},\tag{3}$$

defined as the limit $\alpha\to\infty$ of

$$v_\alpha(\mathbf r)=\frac{4\pi}{\Omega}{\sum_{\mathbf G}}'\frac{e^{-G^2/4\alpha^2}}{G^2}\cos\mathbf G\cdot\mathbf r .$$

The transform of $\operatorname{erfc}(\alpha r)/r$ is

$$2\pi\int_\alpha^\infty\frac{e^{-q^2/4t^2}}{t^3}\,dt=\frac{4\pi}{q^2}\int_0^{q^2/4\alpha^2}e^{-u}du=\frac{4\pi}{q^2}\left(1-e^{-q^2/4\alpha^2}\right),\tag{4}$$

which tends to $\pi/\alpha^2$ at $q=0$. The self-image constant is, for any $\alpha$,

$$\xi\equiv\lim_{r\to0}\Big[v_E-\frac1r\Big]={\sum_{\mathbf R}}'\frac{\operatorname{erfc}(\alpha R)}{R}+v_\alpha(0)-\frac{2\alpha}{\sqrt\pi}-\frac{\pi}{\alpha^2\Omega}.\tag{6}$$

For the simple cubic lattice $\xi L=-2.83729748$. Near the origin

$$v_E=\frac1r+\xi+\frac{2\pi r^2}{3\Omega}+O(r^4/L^5).\tag{7}$$

The program output at the end also lists earlier checks: $\xi L$ from a direct sum over $|n_i|\le M$, in which the integral of $1/r$ over a centred cube is $c$ times the side squared; the energy of four point charges; and the coefficient $\frac12$ of $\xi$, found by describing one crystal in cells of side $L$ and $2L$.

## Exchange energy of a plane-wave determinant

The orbitals are $\Omega^{-1/2}e^{i\mathbf k\cdot\mathbf r}$ times a spin function, with $\mathbf k=\boldsymbol\theta+\mathbf G$ for one twist $\boldsymbol\theta$, so differences of $\mathbf k$ are reciprocal vectors. When $|\Psi|^2$ is expanded over two permutations and integrated against a function of two electrons, orthonormality in the other $N-2$ coordinates leaves only permutations that agree, or that differ by exchanging those two electrons with a minus sign. Therefore $\langle\sum_{i<j}v_E\rangle=\frac12\sum_{a,b}[\langle ab|v_E|ab\rangle-\langle ab|v_E|ba\rangle]$ over occupied spin-orbitals. The direct element is $\Omega^{-1}\int_{\rm cell}v_E\,d^3r=0$. The exchange element vanishes for opposite spins, and for equal spins it is $\Omega^{-1}\int v_E\,e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}d^3r$, which by (3) is $4\pi/\Omega|\mathbf k-\mathbf k'|^2$ for $\mathbf k\ne\mathbf k'$ and zero for $\mathbf k=\mathbf k'$. The interaction energy per electron is

$$e_x=-\frac1{2N}\sum_\sigma\sum_{\mathbf k\ne\mathbf k'}\frac{4\pi}{\Omega|\mathbf k-\mathbf k'|^2}+\frac\xi2 .\tag{10}$$

The first term is called the bare sum below. Equation (10) is the full double sum with the $\mathbf k=\mathbf k'$ element set to $-\xi$, since $N$ such elements give $-\frac1{2N}N(-\xi)$. It holds for complex plane waves, and for real orbitals when $\cos\mathbf k\cdot\mathbf r$ and $\sin\mathbf k\cdot\mathbf r$ are occupied together in the same spin, as in complete shells, since that pair spans the same space as $e^{\pm i\mathbf k\cdot\mathbf r}$. A real orbital $\cos\mathbf k\cdot\mathbf r$ whose partner is empty in both spins gives a non-uniform density and a nonzero Hartree term.

The constant can be assigned to exchange through the hole. With $\gamma_\sigma(\mathbf r)=\Omega^{-1}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ and $n_x=-\sum_\sigma|\gamma_\sigma|^2/n$, the same matrix elements read $\langle\sum_{i<j}v_E\rangle/N=\frac12\int_{\rm cell}(n+n_x)v_E\,d^3r=\frac12\int n_xv_E\,d^3r$. In the cell integral of $|\gamma_\sigma|^2$ only $\mathbf k=\mathbf k'$ survives and gives $N_\sigma/\Omega$, so $\int n_x\,d^3r=-N/\Omega n=-1$. Then $\xi/2=-\frac12\xi\int n_x$ and

$$e_x=\frac12\int_{\rm cell}n_x(\mathbf r)\,[v_E(\mathbf r)-\xi]\,d^3r .\tag{11}$$

By (7), $v_E-\xi$ is the member of the family $v_E+C$ that tends to the bare $1/r$ at short range. A hole much smaller than the cell interacts with its electron through $1/r$ only if $\xi/2$ is included; otherwise the interaction is $1/r+\xi$, and the energy is too high by $-\xi/2$. The bookkeeping closes: the interaction in (1) equals $\sum_{i<j}(v_E-\xi)+N^2\xi/2$, and the Hartree energy of $v_E-\xi$ is $\frac12n^2\Omega^2(-\xi)=-N^2\xi/2$, which cancels the constant and leaves (11). For a correlated uniform state of fixed $N$ the exchange-correlation hole also integrates to $-1$, because the pair density counts $N-1$ other electrons. In a correlation energy formed as a difference of two energies with the same $N$ and cell, the constant $N\xi/2$ cancels. A finite-size error proportional to $\xi L$ can still remain, because the $L^{-2}$ term of (13) below belongs to the Hartree–Fock energy and is absent when $S\approx\gamma q^2$ at small $q$.

## What the constant removes and what remains

Shell structure is reduced to an oscillation of order $L^{-4}$ by a grand-canonical twist average: at each $\boldsymbol\theta$ all $|\mathbf k|<k_F$ are filled for both spins, with $n=k_F^3/3\pi^2$, the background follows $N(\boldsymbol\theta)$, and the averaged energy is divided by the mean number. As $\boldsymbol\theta$ covers one reciprocal cell of volume $(2\pi)^3/\Omega$ uniformly, $\boldsymbol\theta+\mathbf G$ covers all of $\mathbf k$ space once, so an averaged sum over $\mathbf k$ is $\Omega(2\pi)^{-3}\int d^3k$. The mean number is $N=n\Omega$, and the constant, being linear in $N(\boldsymbol\theta)$, averages to $N\xi/2$. The mean number of same-spin pairs with $\mathbf k'=\mathbf k+\mathbf G$ is $N/2$ times the fractional overlap of two Fermi spheres displaced by $G$. With $x=q/2k_F<1$ the overlap is two caps of height $h=k_F(1-x)$, each of volume $\pi h^2(3k_F-h)/3$, and the fraction is $\frac12(1-x)^2(2+x)=1-\frac32x+\frac12x^3\equiv1-S(q)$. So $S=3q/4k_F-q^3/16k_F^3$ below $2k_F$ and $S=1$ above, and (10) averages exactly to

$$e_x(L)=\frac1\Omega{\sum_{\mathbf G}}'f(G)+\frac\xi2,\qquad f(q)=-\frac{2\pi}{q^2}[1-S(q)].\tag{12}$$

For $L\to\infty$ the sum becomes $\int d^3q\,f/(2\pi)^3=-\frac1\pi\int_0^{2k_F}(1-S)\,dq=-\frac{2k_F}{\pi}(1-\frac34+\frac18)=-3k_F/4\pi\equiv e_x(\infty)$.

The error of the bare sum is $D[f]$, where $D[f]=\Omega^{-1}\sum'f(G)-\int d^3q\,f/(2\pi)^3$ is linear in $f$. Below $2k_F$, $f=-2\pi/q^2+3\pi/2k_Fq-\pi q/8k_F^3$. The two singular terms are separated with parameters $\alpha$ and $\beta$ held fixed as $L$ grows:

$$f=-\frac{2\pi}{q^2}e^{-q^2/4\alpha^2}+\frac{3\pi}{2k_F}\frac{\operatorname{erfc}(\beta q)}q+\eta(q),\qquad \eta(0)=-\frac{\pi}{2\alpha^2}+\frac{3\pi}{2k_F}\frac{2\beta}{\sqrt\pi},$$

where $\eta(0)$ comes from $-(2\pi/q^2)(1-e^{-q^2/4\alpha^2})$ and $(3\pi/2k_F)\operatorname{erf}(\beta q)/q$.

For the first piece $D=-\frac12[v_\alpha(0)-2\alpha/\sqrt\pi]$, which by (6) is $-\xi/2-\pi/2\alpha^2\Omega$ up to terms exponentially small in $(\alpha L)^2$.

For the second piece, apply (6) to the reciprocal lattice, itself simple cubic with spacing $b=2\pi/L$, with $\beta$ in the place of $\alpha$. Its Gaussian-damped sum contains $e^{-L^2\mathbf n^2/4\beta^2}$ and is exponentially small. By (4), $\pi/\beta^2=\int d^3q\operatorname{erfc}(\beta q)/q$, and $\Omega b^3=(2\pi)^3$. Hence $D[\operatorname{erfc}(\beta q)/q]=\Omega^{-1}[\xi(b)+2\beta/\sqrt\pi]$, with $\xi(b)=(\xi L)/b=(\xi L)L/2\pi$.

For the third piece, Poisson summation over the reciprocal lattice gives $D[\eta]=-\eta(0)/\Omega+\sum'_{\mathbf R}\hat\eta(R)$ with $\hat\eta(R)=(2\pi^2R)^{-1}\int_0^\infty q\,\eta\sin(qR)\,dq$. The term $-\eta(0)/\Omega$ cancels the $\alpha$- and $\beta$-dependent remnants of the first two pieces. In $\hat\eta$ repeated integration by parts yields its first boundary terms at order $R^{-3}$: one from the $q^2$ term of $q\eta$ at the origin, and one proportional to $\cos2k_FR$ from the jump of the second derivative at $2k_F$, where $1-S$ vanishes as $(1-x)^2$. So $\hat\eta\sim R^{-4}$, and its lattice sum converges and is $O(L^{-4})$. Collecting, with $(3\pi/2k_F\Omega)\,\xi(b)=3(\xi L)/4k_FL^2$,

$$e_{\rm bare}(L)-e_x(\infty)=-\frac\xi2+\frac{3(\xi L)}{4k_FL^2}+O(L^{-4}),\qquad e_x(L)-e_x(\infty)=\frac{3(\xi L)}{4k_FL^2}+O(L^{-4}).\tag{13}$$

Since $L=(4\pi N/3)^{1/3}r_s$, the bare sum is too high by $1.4186/L\propto N^{-1/3}$ at leading order, and the corrected energy is too low by $2.1280/k_FL^2\propto N^{-2/3}$. The second law rests on the linear term of the Hartree–Fock $S(q)$. If $S\approx\gamma q^2$ at small $q$, as plasmon screening makes it in a correlated gas, and if the $S(\mathbf G)$ of the cell is taken equal to the bulk $S(q)$ (exact for the twist average above, but here an assumption that the program does not test), the $1/q$ piece is absent, the constant $2\pi\gamma$ joins $\eta(0)$, and the leading error of the interaction energy is $-2\pi\gamma/\Omega\propto1/N$. The $-\xi/2$ term is unchanged, because it needs only $S(0)=0$. For another lattice $\xi$ must be recomputed from (6), and the second term of (13) involves the constant of the reciprocal lattice, which in general is a different number.

## Worked example at $r_s=1$ Å

The system is a model unpolarised gas with $k_F=(9\pi/4)^{1/3}/r_s=1.91916$ Å$^{-1}$. The bulk value is $-3\times1.91916\times14.399645/4\pi=-6.5974$ eV ($-0.242451$ hartree).

For $N=14$ at $\boldsymbol\theta=0$, $L=3.88513$ Å and $e^2/L=14.399645/3.88513=3.70635$ eV. Each spin fills $\mathbf n=0$ and the six unit vectors, giving 42 ordered pairs: 12 involve the origin with $|\mathbf n-\mathbf n'|^2=1$, 6 are opposite with value 4, and 24 are perpendicular with value 2. The sum of reciprocals is $12+1.5+12=25.5$. Then

$$e_{\rm bare}=-\frac{2\times25.5}{2\times14\,\pi L}=-\frac{0.579779}{L}\;\to\;-0.579779\times3.70635=-2.1489\text{ eV},$$

$$\frac\xi2=-1.418649\times3.70635=-5.2580\text{ eV},\qquad e_x=-7.4069\text{ eV}\ (-0.272197\text{ hartree}).$$

The error against the bulk value changes from $+4.4486$ to $-0.8095$ eV, or from 67% to 12% of $|e_x(\infty)|$. Real-space quadrature of (11) gives a hole charge of $-1.00000000$ and $-7.40687$ eV. Metropolis sampling of $|\Psi|^2$ on 8000 configurations gives a pair part of $-2.17\pm0.02$ eV ($-2.1705\pm0.0239$ in the output), the uncertainty being the standard error over independent walkers; this lies 0.9 standard errors from the bare sum. The sampling tests the pair part only, since $\xi/2$ is added as a constant.

A selection of closed shells at $\boldsymbol\theta=0$ ($N=66$, 162 and 186 are left out), in eV per electron, with errors against the bulk value:

| $N$ | $\xi/2$ | $e_x$ | error, bare | error, $e_x$ |
|---|---|---|---|---|
| 14 | −5.2580 | −7.4069 | 4.4486 | −0.8095 |
| 38 | −3.7694 | −7.1212 | 3.2456 | −0.5238 |
| 54 | −3.3527 | −7.1159 | 2.8342 | −0.5185 |
| 114 | −2.6135 | −6.7690 | 2.4420 | −0.1715 |
| 246 | −2.0225 | −6.7285 | 1.8914 | −0.1311 |

The last column follows no smooth law: it barely changes from 38 to 54 and is a factor of three smaller at 114. At one twist the integer pair counts replace the overlap volumes of (12), and the $O(L^{-4})$ remainder of (13) does not apply. The error keeps the size of the $L^{-2}$ term. The scaled error $[e_x-e_x(\infty)]k_FL^2$ is $-1.63$, $-2.05$, $-2.57$, $-1.40$ and $-1.78$ for the five rows, scattered about $3\xi L/4=-2.128$. The scatter narrows slowly with size: for closed shells near $N=9\times10^3$, $4.5\times10^4$ and $1.9\times10^5$ the scaled error lies between $-1.89$ and $-2.28$. The program asserts only that the constant reduces each error to less than half.

Twist averages from (12), in eV per electron:

| $N$ | error, bare | error, $e_x$ | leading term of (13) |
|---|---|---|---|
| 14 | 4.2105 | −1.0475 | −1.0578 |
| 54 | 2.9240 | −0.4287 | −0.4301 |
| 1000 | 1.2058 | −0.061454 | −0.061444 |
| 10000 | 0.5750 | −0.013237 | −0.013238 |
| 100000 | 0.2702 | −0.002852 | −0.002852 |

For $N=14$ the leading term is $-2.12797\times14.399645/(1.91916\times3.88513^2)=-1.058$ eV, within 1% of the computed error. An explicit grid of $40^3$ twists gives a mean $N$ of 13.9989 and a bare sum of $-2.3865$ eV, against $-2.3869$ eV from $S(G)$. Twist averaging reduces the shell scatter to order $L^{-4}$ but leaves the $L^{-2}$ term: at $N=14$ the averaged error is larger in magnitude than the single-twist one, and at $N=54$ it is smaller.

The scaled error $[e_x(L)-e_x(\infty)]k_FL^2$ is $-2.12830$, $-2.12792$ and $-2.12793$ for $N=10^3$, $10^4$ and $10^5$, against the limit $-2.12797$. The deviations change sign and hardly fall between the last two sizes. The two boundary terms named before (13) evaluate to $\hat\eta\approx(1-3\cos2k_FR)/8\pi k_F^3R^4$. The non-oscillating part is positive and falls steadily, contributing ${\sum_{\mathbf n}}'|\mathbf n|^{-4}/8\pi(k_FL)^2$ to the scaled error, so at this order the change of sign comes from the $\cos2k_FR$ part, while the deviation is the sum of both; the program tests only that the deviation stays below $5/(k_FL)^2$ at these three sizes. The bare error times $L$ is $1.40383$ at $N=10^5$, and (13) accounts for the gap to its limit: $1.41865-2.12797/(1.91916\times74.8220)=1.40383$. At $N=1000$ omitting $\xi/2$ leaves an error of 18% of $|e_x(\infty)|$, and including it leaves 0.9%, almost all of which the leading term of (13) removes.

The program that asserts these checks and its output follow.

## Values computed for the example and the checks

```
alpha*L = 3.0 (dimensionless); pieces of xi*L follow
  real-space = 0.00013256 (dimensionless)
  reciprocal = 0.89677331 (dimensionless)
  -2 alpha L/sqrt(pi) = -3.38513750 (dimensionless)
  -pi/(alpha L)^2 = -0.34906585 (dimensionless)
xi*L Ewald = -2.83729748, half = -1.41864874 (dimensionless)
cube constant c = 2.38007736, pi/6 = 0.52359878 (dimensionless)
xi*L direct: M=8 -2.83738626, extrapolated -2.83729748 (dimensionless)
four charges, energy*L: field -8.84749802, pairs -3.17290306, N xi L/2 -5.67459496 (dimensionless)
coefficient of xi from supercell = 0.50000000 (dimensionless)
e^2/(4 pi eps0) = 14.399645 eV angstrom
rs = 1.0 angstrom (1.88973 bohr), kF = 1.91916 1/angstrom
bulk ex = -6.59742 eV (-0.242451 hartree)
N=14: L = 3.88513 angstrom, e^2/L = 3.70635 eV, xi = -10.51601 eV
N=14: sum 1/|n-n'|^2 per spin = 25.5000, bare sum*L = -0.579779 (dimensionless)
N=14: bare sum = -2.14886 eV, xi/2 = -5.25801 eV
N=14: ex = -7.40687 eV (-0.272197 hartree)
N=14: hole charge = -1.00000000 e, hole quadrature ex = -7.40687 eV
N=14 Monte Carlo, 8000 configurations: pair part = -2.1705 +- 0.0239 eV
N=14 Monte Carlo with xi/2: ex = -7.4285 eV
N=14 twist grid 40^3: mean N = 13.9989, bare = -2.38652 eV, from S(G) -2.38690 eV
Gamma: N, L (angstrom), bare, xi/2, ex, error bare, error ex (eV)
  14 3.8851 -2.1489 -5.2580 -7.4069 4.4486 -0.8095
  38 5.4195 -3.3519 -3.7694 -7.1212 3.2456 -0.5238
  54 6.0929 -3.7632 -3.3527 -7.1159 2.8342 -0.5185
  114 7.8162 -4.1554 -2.6135 -6.7690 2.4420 -0.1715
  246 10.1005 -4.7060 -2.0225 -6.7285 1.8914 -0.1311
Twist avg: N, L (angstrom), xi/2, ex, error bare, error ex, predicted (eV)
  14 3.8851 -5.25801 -7.64491 4.21051 -1.047492 -1.057782
  54 6.0929 -3.35273 -7.02612 2.92404 -0.428698 -0.430083
  1000 16.1199 -1.26725 -6.65887 1.20580 -0.061454 -0.061444
  10000 34.7293 -0.58821 -6.61066 0.57497 -0.013237 -0.013238
  100000 74.8220 -0.27302 -6.60027 0.27017 -0.002852 -0.002852
Scaled errors (dimensionless): N, bare error*L, full error*kF*L^2
  14 1.13603 -2.10727
  54 1.23725 -2.12112
  1000 1.34985 -2.12830
  10000 1.38672 -2.12792
  100000 1.40383 -2.12793
limits: -xi L/2 = 1.41865, 3 xi L/4 = -2.12797 (dimensionless)
```
